# How Large Is the Vacuum Aharonov–Casher Phase of a Magnon?

**Question.** A magnon with a magnetic moment of 2 Bohr magnetons travels 1000 nm through a magnetic insulator. An electric field of 1 MV/cm is applied perpendicular to both its path and its moment. If the magnon couples to the field as a neutral magnetic dipole would in vacuum, how large a phase does the field give it? How does that phase scale, and could a spin-wave device use it?

**Answer.**

## What is being estimated

A magnon is a collective excitation of electrons in a solid, not a particle in empty space. "Vacuum" here names an assumption: the magnon is given the relativistic coupling of a neutral dipole with fixed moment $\mathbf m$, and the response of the crystal is left out. The result is a benchmark against which material effects can be measured.

The field $\mathbf E$ is static, uniform along the path, and taken inside the magnet. The phase is the change caused by switching on $\mathbf E$ at fixed wave frequency. Measuring it needs a reference that does not gain the same phase, such as the driving signal or a second arm in a different field. If both arms of a closed loop carried the same moment through the same uniform field, their contributions would cancel.

## From a moving dipole to a phase

Let the packet move with velocity $\mathbf v$ through a region with no laboratory magnetic field. In its rest frame there is a magnetic field

$$
\mathbf B'=-\frac{\gamma}{c^2}\,\mathbf v\times\mathbf E,\qquad
\gamma=\frac{1}{\sqrt{1-v^2/c^2}} .
$$

The dipole energy in that frame is $-\mathbf m\cdot\mathbf B'$, so the interaction Lagrangian there is $+\mathbf m\cdot\mathbf B'$. The action is the same in both frames, and the rest-frame time element is $dt/\gamma$. The laboratory Lagrangian is therefore the rest-frame one divided by $\gamma$:

$$
L_{\rm int}=\frac{\mathbf m\cdot\mathbf B'}{\gamma}
=-\frac{\mathbf m\cdot(\mathbf v\times\mathbf E)}{c^2}.
$$

A cyclic permutation gives $\mathbf m\cdot(\mathbf v\times\mathbf E)=\mathbf v\cdot(\mathbf E\times\mathbf m)$. Reversing the last cross product removes the minus sign:

$$
L_{\rm int}=\frac{\mathbf v\cdot(\mathbf m\times\mathbf E)}{c^2}.
$$

The phase is the added action divided by $\hbar$. With $\mathbf v\,dt=d\mathbf r$,

$$
\varphi=\frac1\hbar\int L_{\rm int}\,dt
=\frac{1}{\hbar c^2}\int(\mathbf m\times\mathbf E)\cdot d\mathbf r .
$$

This is called the Aharonov–Casher phase. The speed has cancelled. A slow packet feels a weaker rest-frame field, but for a proportionately longer time.

The same phase follows at fixed energy, which is the condition relevant to a driven wave. Write $\mathbf a=\mathbf m\times\mathbf E/c^2$ and let a slow packet have effective mass $M_*$. From $L=\tfrac12M_*v^2+\mathbf v\cdot\mathbf a$ the canonical momentum is $\mathbf p=M_*\mathbf v+\mathbf a$, and

$$
H=\mathbf p\cdot\mathbf v-L=\tfrac12M_*v^2=\frac{(\mathbf p-\mathbf a)^2}{2M_*}.
$$

If $\mathbf a$ lies along the path, fixed energy means fixed $\mathbf p-\mathbf a$. The wavevector then shifts by $q=a/\hbar$, and the phase over length $L$ is $qL$, as before.

Take the path along $x$, the field along $z$ and the magnon moment along $y$. Since $\hat{\mathbf y}\times\hat{\mathbf z}=\hat{\mathbf x}$, the phase is positive:

$$
\varphi=\frac{mEL}{\hbar c^2}.
$$

The background magnetization points along $-y$, because a magnon reduces the ordered moment. In this geometry $\mathbf B'$ is parallel to $\mathbf m$, so it exerts no torque on the moment.

## The number

The Bohr magneton is $\mu_B=e\hbar/(2m_e)$, so $m=2\mu_B=e\hbar/m_e$. Substitution cancels $\hbar$:

$$
\varphi=\frac{e\hbar}{m_e}\frac{EL}{\hbar c^2}
=\frac{eEL}{m_ec^2}.
$$

The numerator is the potential energy an electron would gain if moved a distance $L$ along the field. The magnon moves across the field and gains no such energy; the expression only sets the scale. A field of 1 MV/cm over 1000 nm gives 100 eV, and the electron rest energy is $5.11\times10^5$ eV. Hence

$$
\varphi=\frac{100}{5.11\times10^5}
=1.96\times10^{-4}\ \text{rad},
$$

or about 0.011 degree. The smallness comes from comparing a device-scale energy with a relativistic one.

The phase is linear in moment, field and length. A phase of $\pi$ at the same field needs 16 mm. At the same length it needs $1.6\times10^4$ MV/cm.

## What the phase means for a spin wave

Consider a ferromagnetic chain of spins $S$ with spacing $a_0$ and exchange $J>0$. Suppose that moving a spin flip one site to the right brings a phase $\theta$:

$$
H=-J\sum_n\left[\tfrac12\left(e^{i\theta}S^-_{n+1}S^+_n+\text{h.c.}\right)+S^z_nS^z_{n+1}\right].
$$

Start from all spins up and lower one by one unit. The transverse terms move the normalized flip with amplitude $-JSe^{i\theta}$ to the right and $-JSe^{-i\theta}$ to the left. Each of the two bonds touching the flip changes its longitudinal energy by $-J[S(S-1)-S^2]=JS$. For a plane wave $e^{ikna_0}$ the excitation energy is

$$
\varepsilon(k)=2JS-JS\left(e^{i\theta-ika_0}+e^{-i\theta+ika_0}\right)
=2JS\left[1-\cos(ka_0-\theta)\right].
$$

The dispersion is displaced by $\theta/a_0$. Expanding the cosine for $|ka_0-\theta|\ll1$ and adding a bias field $B$ gives

$$
\varepsilon(k)=g\mu_BB+D(k-q)^2,\qquad D=JSa_0^2,\quad q=\theta/a_0,
$$

with $g=2$. The benchmark consists of setting $q=\varphi/L$. At fixed frequency the forward wave then has wavevector $k_0+q$.

For a wavelength of 100 nm, $k_0=0.0628$ nm$^{-1}$. The ordinary propagation phase over 1000 nm is 62.8 rad, so the electric contribution is about three parts per million of it.

## A microscopic model that gives half

The neutral-dipole assumption can be compared with exchange built from electron hopping. An electron of speed $v$ has a moment of size $\mu_B$. Its coupling to the motional field would be $\mu_BvE/c^2$, but the field also accelerates its charge, and the resulting Thomas precession halves this for $g=2$. With $v=\hbar k/m_e$, the energy is

$$
\varepsilon_s=\frac{\hbar^2k^2}{2m_e}-s\alpha_{\rm so}k,\qquad
\alpha_{\rm so}=\frac{\mu_B\hbar E}{2m_ec^2}=\frac{e\hbar^2E}{4m_e^2c^2},
$$

where $s=\pm1$ labels the spin. Completing the square shifts the wavevector at fixed energy, to first order in $E$, by

$$
\delta k_s=s\frac{m_e\alpha_{\rm so}}{\hbar^2}=s\frac{eE}{4m_ec^2}.
$$

Over a bond the two spins therefore acquire hopping phases $+\chi$ and $-\chi$. To exchange an up spin on site 1 with a down spin on site 2, the up electron hops right, giving $e^{i\chi}$. The down electron hops left; its phase is the complex conjugate of $e^{-i\chi}$, again $e^{i\chi}$. The product is $e^{2i\chi}$, so exchange transfers the difference of the two spin phases:

$$
\varphi_{\rm hop}=\frac{eEL}{4m_ec^2}-\left(-\frac{eEL}{4m_ec^2}\right)
=\frac{eEL}{2m_ec^2}=9.8\times10^{-5}\ \text{rad}.
$$

This is half the neutral-dipole value. Even this counts the applied field alone. An electron bound in the film feels no average force across it. If the confinement is electrostatic, the average total field also vanishes. When the confining potential depends only on the coordinate across the film, this leading term then cancels. The potential of ions also varies along the film; the spin-orbit term is then the average of $\nabla V\times\mathbf p$, not the average field times the momentum, and it does not cancel in general. The figure of $2\times10^{-4}$ rad is thus a reference scale set by the neutral-dipole assumption, not a universal magnon constant.

## An example in a thin magnetic film

Take a 20 nm insulating film with rough parameters in the regime of iron-garnet magnonics: stiffness $D=5$ meV nm$^2$, bias field 0.10 T, magnetization $\mu_0M=0.18$ T and Gilbert damping $\alpha=10^{-4}$. The electric field is normal to the film, and the magnetization lies in the plane, perpendicular to travel.

Without dipolar forces the magnon energy is 0.0313 meV, a frequency of 7.57 GHz. The group velocity is $v=2Dk_0/\hbar=955$ m/s.

**Dipolar forces.** These make the precession elliptical by coupling waves at $k$ and $-k$. Let $A$ be the symmetric diagonal energy and $C$ the coupling. Assume that the electric field acts only through the exchange term, as in the chain above. Its shift then adds $-\Delta$ at $k$ and $+\Delta$ at $-k$, with $\Delta=2Dkq$; the term $Dq^2$ is negligible. The magnon energy is the positive eigenvalue of

$$
\begin{pmatrix}A-\Delta&C\\-C&-A-\Delta\end{pmatrix}
=-\Delta\,\mathbb 1+\begin{pmatrix}A&C\\-C&-A\end{pmatrix},
$$

which is $\sqrt{A^2-C^2}-\Delta$. To hold the frequency fixed, the wavevector must rise by $\delta k$ with $\hbar v_{\rm film}\,\delta k=\Delta=\hbar vq$. Therefore

$$
\varphi_{\rm film}=\varphi\,\frac{v}{v_{\rm film}}.
$$

For a thin film with uniform motion across its thickness $d$,

$$
A=g\mu_BB+Dk^2+\tfrac12w,\quad C=w\left(\tfrac12-P\right),\quad
P=1-\frac{1-e^{-kd}}{kd},
$$

where $w=g\mu_B\mu_0M$. At the same wavevector the energy rises by about a third, to 0.0417 meV, but the velocity changes only to 960 m/s. The phase becomes $1.95\times10^{-4}$ rad, a reduction of less than one percent. Here $kd\approx1.3$, so uniform motion is an approximation. Letting the motion vary across the thickness, with free surface spins, lowers the energy to 0.0416 meV and the velocity to 959 m/s and leaves the phase at $1.95\times10^{-4}$ rad.

**Damping.** In the circular model, small transverse motion $\psi$ with Gilbert damping obeys $i\hbar\dot\psi=\varepsilon(k)\psi+\alpha\hbar\dot\psi$. For $\psi\propto e^{-i\omega t}$ this gives $\varepsilon(k)=\hbar\omega(1+i\alpha)$. Put $k=k_0+i\kappa$ and keep first order in $\alpha$. The imaginary part reads $2Dk_0\kappa=\alpha\hbar\omega$, so the amplitude decay length is

$$
\ell=\frac1\kappa=\frac{v}{\alpha\omega}=201\ \mu\text{m}.
$$

In this model the original path costs about half a percent in amplitude, and the 16 mm needed for a phase of $\pi$ costs a factor $e^{-80}$. Dipolar forces make the loss somewhat greater: in the elliptical film model the decay length is $\hbar v_{\rm film}/(\alpha A)$, about 150 µm.

## How much phase can a longer path give?

A useful measure is the phase gathered in one decay length:

$$
\varphi_\ell=\frac{eE}{m_ec^2}\,\frac{v}{\alpha\omega}.
$$

Here the speed matters, because it determines how far the wave travels before it is damped. With $\varepsilon_0=g\mu_BB$, the circular model gives

$$
\frac v\omega=\frac{2Dk}{\varepsilon_0+Dk^2}.
$$

Its derivative with respect to $k$ is proportional to $\varepsilon_0-Dk^2$, so the maximum lies at $Dk^2=\varepsilon_0$. There $v/\omega=1/k=\sqrt{D/\varepsilon_0}$, and

$$
\varphi_{\ell,\max}=\frac{eE}{\alpha m_ec^2}\sqrt{\frac{D}{\varepsilon_0}} .
$$

In the example $Dk_0^2=0.0197$ meV, which leaves $\varepsilon_0=0.0116$ meV. The largest decay length at this bias is then about 208 µm, so the chosen wavelength is already near the optimum. The corresponding phase is about 0.04 rad. Changing the wavelength alone, with field, bias and damping held fixed, cannot bring the phase per decay length near $\pi$ in this model.

## What could hide the phase?

**Magnetic-field drift.** At fixed frequency a drift $\delta B$ requires $g\mu_B\delta B+\hbar v\,\delta k=0$. Its phase is $-g\mu_B\delta B\,L/(\hbar v)$. Equating the magnitude to $g\mu_BEL/(\hbar c^2)$ gives

$$
|\delta B|=\frac{vE}{c^2}=1.06\ \mu\text{T}.
$$

This is the motional field itself, and a drift of this size along the magnetization changes the phase by as much as the electric field does.

**Electric control of anisotropy.** A field can also change the energy cost of tilting the magnetization out of the plane. For a rough surface coefficient $\xi=1$ fJ/(V m), the added energy density is $(\xi E/d)n_z^2$, where $n_z$ is the normal component of the magnetization direction. The associated anisotropy field is $2\xi E/(Md)=70$ µT. It acts on one of the two transverse components, so a circular wave feels half of it, 35 µT, or about 33 times the motional field. The elliptical film model gives a phase of $-6.2\times10^{-3}$ rad, 32 times the Aharonov–Casher phase. The minus sign follows from the chosen sign of $\xi$: a stiffer film needs a smaller wavevector at fixed frequency.

**Temperature.** At 300 K, suppose the magnetization falls by a rough 0.2 percent per kelvin while stiffness and bias field stay fixed. The phase then drifts by 0.033 rad/K (0.032 rad/K if the motion may vary across the thickness), and about 6 mK matches the electric phase. A real stiffness also changes with temperature: a fall of the same 0.2 percent per kelvin would add 0.063 rad/K and tighten the limit to about 2 mK. At the energy of the circular model, the mode also holds roughly 800 thermal magnons, a noise background that a coherent signal must overcome.

Symmetry helps. At fixed frequency the circular model has roots $k=q\pm k_0$. The forward wave has wavenumber $k_0+q$ and the backward wave $k_0-q$. A field or anisotropy drift that is uniform across the thickness changes $k_0$ equally for both, so half the difference of the two phases is $qL$. Other direction-dependent effects would survive this subtraction. Reversing $\mathbf E$ removes those that do not depend on it, but a material coupling odd in both field and travel direction has the same symmetry as the vacuum phase and remains.

Gate-controlled anisotropy can itself be such a coupling. The estimate above spread it evenly over the thickness, but it often acts mainly at one surface. With the magnetization in the plane and perpendicular to travel, the normal component of the precession is slightly larger at one surface, and the favoured surface changes when the wave reverses. Waves going opposite ways therefore feel this anisotropy unequally. For the values used here, with the whole anisotropy change placed at one surface, the normal amplitude differs by about 6 percent between the surfaces. The part that survives both subtractions is then about 1.8 times the Aharonov–Casher phase in magnitude. Equal and opposite changes at the two surfaces would double it.

## Can the film hold the field?

The field puts 2 V across the film and is one fifth of a rough breakdown field of 5 MV/cm. Working right at that limit would raise the phase only to about $10^{-3}$ rad.

For tunnelling, take a rough barrier $U=2$ eV and the free-electron mass. The field lowers the barrier linearly to zero at $x_0=U/(eE)=20$ nm, the film thickness. The exponent is

$$
\frac2\hbar\int_0^{x_0}\sqrt{2m_e(U-eEx)}\,dx
=\frac{4\sqrt{2m_e}\,U^{3/2}}{3\hbar eE}\approx193 .
$$

Direct tunnelling is negligible in this model. Leakage through defects is not included.

## Reading the result for a real device

The stiffness, magnetization and wavelength are of the order used with garnet films. A damping of $10^{-4}$ is optimistic for a film only 20 nm thick, and 1 MV/cm is a demanding field for a magnetic layer. Larger damping shortens the usable path but leaves the phase over 1000 nm almost unchanged. If part of the gate voltage drops across another dielectric, the phase falls in proportion to the field left in the magnet.

The assumption most open to doubt is the bare coupling. In a crystal, the applied field distorts orbitals that already feel strong spin-orbit coupling near the nuclei. As a scaling illustration, replace $m_ec^2$ by a material energy $\Lambda$, so that $\varphi=eEL/\Lambda$. A phase of $\pi$ in the example would need $\Lambda=32$ eV, some $1.6\times10^4$ times below the electron rest energy. Whether a given magnet has such a scale must be calculated or measured; the vacuum formula cannot supply it.

For these parameters, a device that needs a phase near $\pi$ within a micrometre cannot rely on the vacuum effect. Once heating and stray magnetic fields from the gate circuit have been ruled out, an electric phase much larger than $2\times10^{-4}$ rad would point to a material mechanism, such as a change of anisotropy or a field-induced spin-orbit exchange. The numerical output lists the inputs and the main results.

## Calculated quantities

```
Magnon moment: 2 Bohr magnetons
Electric field: 1 MV/cm
Path length: 1000 nm
Potential energy e E L: 100 eV
Electron rest energy: 5.11e+05 eV
Vacuum Aharonov-Casher phase: 0.0001957 rad
Same phase in degrees: 0.01121 deg
Bare-electron exchange phase (Thomas half): 9.785e-05 rad
Length for phase pi: 16.05 mm
Field for phase pi over path: 1.605e+04 MV/cm
Spin-orbit scale for phase pi: 31.83 eV
Rough garnet-like film inputs:
Exchange stiffness: 5 meV nm^2
Bias field: 0.1 T
Magnetization times mu0: 0.18 T
Film thickness: 20 nm
Magnon wavelength: 100 nm
Gilbert damping: 0.0001
Temperature: 300 K
Magnon and neglected effects:
Wavevector: 0.06283 1/nm
Ordinary propagation phase: 62.83 rad
Energy without dipolar forces: 0.03132 meV
Frequency without dipolar forces: 7.572 GHz
Energy with dipolar forces: 0.04171 meV
Exchange group velocity: 954.6 m/s
Dipolar-film group velocity: 960.1 m/s
Phase with dipolar forces: 0.0001946 rad
Equivalent magnetic-field drift: 1.062 uT
Amplitude decay length: 200.6 um
Amplitude loss exponent over pi length: 80.01
Thermal magnon occupation: 825
Rough anisotropy coefficient: 1 fJ/(V m)
Electric anisotropy field: 69.81 uT
Electric anisotropy phase: -0.006177 rad
Anisotropy/AC phase magnitude ratio: 31.56
Rough magnetization loss: 0.2 percent/K
Thermal phase drift: 0.03284 rad/K
Temperature drift matching AC phase: 5.96 mK
Rough breakdown field: 5 MV/cm
Applied/breakdown field ratio: 0.2
Voltage across film: 2 V
Rough tunnelling barrier: 2 eV
Tunnelling exponent: 193.2
Tunnelling probability factor: 1.234e-84
```
